# Kane Nonparabolic Conduction Band in the Large Spin-Orbit Limit: verification in Python

```python
"""Kane nonparabolic conduction band from the spinful k.p Hamiltonian.

Result under test: for large spin-orbit splitting, through order k^4,
    E (1 + alpha E) = x,   alpha = (1 - m*/m0)^2 / Eg,
where E is measured from the conduction edge, x = hbar^2 k^2 / (2 m*),
m* is the edge mass, m0 the free-electron mass and Eg the band gap.
P is the s-p momentum coupling (eV nm), EP = 2 m0 P^2 / hbar^2 (eV), and
Delta is the spin-orbit splitting (eV). Energies are in eV, lengths in nm.
Remote bands are omitted. The reference is matrix diagonalization.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # hbar^2/(2 m0), eV nm^2
gap = 0.5
mu = 0.04  # m*/m0

# Spin-orbit operator L.sigma in the basis (X, Y, Z) times spin
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
L = np.zeros((3, 3, 3), complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[a, b, c] = -1j
    L[a, c, b] = 1j
L_sigma = sum(np.kron(L[j], pauli[j]) for j in range(3))
so_values, so_vectors = np.linalg.eigh(L_sigma)
assert np.allclose(so_values, [-2, -2, 1, 1, 1, 1], atol=1e-12)

# Columns: two conduction states, then the four J = 3/2 valence states
keep = np.zeros((8, 6), complex)
keep[:2, :2] = np.eye(2)
keep[2:, 2:] = so_vectors[:, so_values > 0]

default_direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)


def hamiltonian(k, ep, delta=None, direction=default_direction, free=True):
    """delta=None removes the split-off states (infinite splitting)."""
    orbital = np.zeros((4, 4), complex)
    orbital[0, 0] = gap
    orbital[0, 1:] = 1j * np.sqrt(ep * HB) * k * direction
    orbital[1:, 0] = orbital[0, 1:].conj()
    h = np.kron(orbital, np.eye(2))
    if delta is None:
        h = keep.conj().T @ h @ keep
    else:
        h[2:, 2:] += delta / 3 * (L_sigma - np.eye(6))
    if free:
        h = h + HB * k**2 * np.eye(len(h))
    return h


def coupling_energy(delta=None):
    """EP that should give the chosen edge mass at the chosen gap."""
    split_off = 0.0 if delta is None else 1 / (gap + delta)
    return 3 * (1 / mu - 1) / (2 / gap + split_off)


def wavenumber(x):
    return np.sqrt(x * mu / HB)


def band(x, delta=None):
    h = hamiltonian(wavenumber(x), coupling_energy(delta), delta)
    return np.linalg.eigvalsh(h)[-1] - gap


def kane(x, a):
    return 2 * x / (1 + np.sqrt(1 + 4 * a * x))


def extrapolate(f, x):
    """Value at x = 0, removing the error linear in x."""
    return 2 * f(x / 2) - f(x)


def numerical_alpha(delta=None):
    return extrapolate(lambda x: (x - band(x, delta)) / band(x, delta)**2, 2e-3)


EP = coupling_energy()
P = np.sqrt(EP * HB)
alpha = (1 - mu)**2 / gap

# Full spectrum against the cubic, for several directions and splittings
rng = np.random.default_rng(4)
for delta in (0.1, 0.4, 2.0):
    for k in (0.1, 0.5, 1.0):
        q = (P * k)**2
        cubic = [1, delta - gap, -gap * delta - q, -2 * delta * q / 3]
        roots = np.roots(cubic)
        assert np.max(np.abs(np.imag(roots))) < 1e-9
        expected = np.sort(np.repeat(np.append(np.real(roots), 0.0), 2))
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        found = np.linalg.eigvalsh(hamiltonian(k, EP, delta, n)) - HB * k**2
        assert np.allclose(found, expected, atol=1e-9)

# Infinite splitting: two-level hyperbola, heavy holes, and valence weight
for k in (0.1, 0.5, 1.0):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    values, vectors = np.linalg.eigh(hamiltonian(k, EP, None, n))
    root = np.sqrt(gap**2 / 4 + 2 * (P * k)**2 / 3)
    lower, upper = gap / 2 - root, gap / 2 + root
    expected = np.array([lower, lower, 0, 0, upper, upper])
    assert np.allclose(values - HB * k**2, expected, atol=1e-10)
    eps = values[-1] - HB * k**2 - gap
    weight = np.sum(np.abs(vectors[2:, -1])**2)
    assert abs(weight - eps / (gap + 2 * eps)) < 1e-10

# The split-off correction at fixed P must fall as 1/Delta
k_test = 0.5
limit_energy = np.linalg.eigvalsh(hamiltonian(k_test, EP))[-1]
shifts = [np.linalg.eigvalsh(hamiltonian(k_test, EP, d))[-1] - limit_energy
          for d in (1e3, 1e4)]
assert shifts[1] > 0 and abs(shifts[0] / shifts[1] - 10) < 0.05

# Edge mass and fourth-order coefficient, with and without finite Delta
for delta in (None, 0.0, 0.2, 1.0, 5.0):
    edge_ratio = extrapolate(lambda x: band(x, delta) / x, 2e-3)
    assert abs(edge_ratio - 1) < 1e-4
    r = 0.0 if delta is None else gap / (gap + delta)
    formula = alpha * (2 + r**2) / (2 + r)
    assert abs(numerical_alpha(delta) / formula - 1) < 2e-4

# Without the free-electron term the Kane form is exact with 1/Eg
for k in (0.2, 0.7, 1.5):
    e = np.linalg.eigvalsh(hamiltonian(k, EP, free=False))[-1] - gap
    x_without_free = HB * k**2 * 2 * EP / (3 * gap)
    assert abs(e * (1 + e / gap) / x_without_free - 1) < 1e-10

# First disagreement between the two-level band and the Kane form: order k^6
cubic_error = extrapolate(lambda x: (band(x) - kane(x, alpha)) / x**3, 4e-3)
cubic_formula = 2 * mu * (1 - mu)**3 / gap**2
assert abs(cubic_error / cubic_formula - 1) < 3e-3


def mass_ratio(x, energy):
    """(hbar k / v) / m* from a numerical derivative of the dispersion."""
    h = x / 20
    return 2 * h / (energy(x + h) - energy(x - h))


# Transport mass: initial slope of the diagonalized band, then Kane form
slope = extrapolate(lambda x: (mass_ratio(x, band) - 1) / (2 * band(x)), 2e-3)
assert abs(slope / alpha - 1) < 1e-3
for x in (0.05, 0.2, 0.4):
    h = 1e-4
    derivative = (kane(x + h, alpha) - kane(x - h, alpha)) / (2 * h)
    assert abs(1 / derivative / (1 + 2 * alpha * kane(x, alpha)) - 1) < 1e-5

# Largest effect of finite Delta at fixed gap and edge mass
worst = minimize_scalar(lambda d: numerical_alpha(d) / alpha,
                        bounds=(0.1, 3.0), method="bounded")
assert abs(worst.fun - (2 * np.sqrt(6) - 4)) < 2e-4
assert abs(worst.x / gap - np.sqrt(6) / 2) < 2e-2

print("MODEL PARAMETERS AND COEFFICIENTS")
print(f"band gap Eg = {gap:.3f} eV")
print(f"edge mass m*/m0 = {mu:.3f} (dimensionless)")
print(f"hbar^2/(2 m0) = {HB:.6f} eV nm^2")
print(f"coupling energy EP = {EP:.4f} eV")
print(f"coupling P = {P:.5f} eV nm")
print(f"factor (1-m*/m0)^2 = {(1 - mu)**2:.4f} (dimensionless)")
print(f"alpha from formula = {alpha:.5f} 1/eV")
print(f"alpha from diagonalization = {numerical_alpha():.5f} 1/eV")
print(f"cruder alpha = 1/Eg = {1 / gap:.5f} 1/eV")
print(f"k^6 error coefficient, formula = {cubic_formula:.4f} 1/eV^2")
print(f"k^6 error coefficient, diagonalization = {cubic_error:.4f} 1/eV^2")
print("DISPERSION: x is also the parabolic energy; all energies in eV")
print("x | k (1/nm) | two-level E | Kane E | E with alpha=1/Eg")
points = (0.05, 0.10, 0.20, 0.30, 0.40)
for x in points:
    print(f"{x:.2f} | {wavenumber(x):.4f} | {band(x):.5f} | "
          f"{kane(x, alpha):.5f} | {kane(x, 1 / gap):.5f}")
print("ERRORS relative to two-level E, in percent")
print("x (eV) | Kane | alpha=1/Eg | parabola")
for x in points:
    e = band(x)
    errors = [100 * (v / e - 1) for v in (kane(x, alpha), kane(x, 1 / gap), x)]
    print(f"{x:.2f} | {errors[0]:.3f} | {errors[1]:.3f} | {errors[2]:.2f}")
print("STATE AND TRANSPORT MASS: masses hbar k/v in units of m0")
print("x (eV) | valence weight | two-level mass | Kane mass")
for x in points:
    _, vectors = np.linalg.eigh(hamiltonian(wavenumber(x), EP))
    weight = np.sum(np.abs(vectors[2:, -1])**2)
    h = 1e-4
    two_level_mass = mu * 2 * h / (band(x + h) - band(x - h))
    kane_mass = mu * (1 + 2 * alpha * kane(x, alpha))
    print(f"{x:.2f} | {weight:.4f} | {two_level_mass:.5f} | {kane_mass:.5f}")
print("FINITE SPLITTING at fixed Eg and m*, from diagonalization")
print("Delta (eV) | EP (eV) | alpha (1/eV) | alpha/large-Delta alpha")
for delta in (0.0, 0.2, 0.5, 1.0, 5.0):
    a = numerical_alpha(delta)
    print(f"{delta:.1f} | {coupling_energy(delta):.3f} | {a:.4f} | "
          f"{a / alpha:.4f}")
print(f"smallest alpha ratio = {worst.fun:.4f} (dimensionless)")
print(f"reached at Delta/Eg = {worst.x / gap:.3f} (dimensionless)")
print(f"largest overestimate of alpha = {100 * (1 / worst.fun - 1):.2f} percent")
print("finished without a failed check")
```

It prints:

```
MODEL PARAMETERS AND COEFFICIENTS
band gap Eg = 0.500 eV
edge mass m*/m0 = 0.040 (dimensionless)
hbar^2/(2 m0) = 0.038100 eV nm^2
coupling energy EP = 18.0000 eV
coupling P = 0.82813 eV nm
factor (1-m*/m0)^2 = 0.9216 (dimensionless)
alpha from formula = 1.84320 1/eV
alpha from diagonalization = 1.84320 1/eV
cruder alpha = 1/Eg = 2.00000 1/eV
k^6 error coefficient, formula = 0.2831 1/eV^2
k^6 error coefficient, diagonalization = 0.2830 1/eV^2
DISPERSION: x is also the parabolic energy; all energies in eV
x | k (1/nm) | two-level E | Kane E | E with alpha=1/Eg
0.05 | 0.2291 | 0.04611 | 0.04609 | 0.04580
0.10 | 0.3240 | 0.08642 | 0.08628 | 0.08541
0.20 | 0.4582 | 0.15612 | 0.15546 | 0.15311
0.30 | 0.5612 | 0.21642 | 0.21489 | 0.21098
0.40 | 0.6480 | 0.27048 | 0.26781 | 0.26235
ERRORS relative to two-level E, in percent
x (eV) | Kane | alpha=1/Eg | parabola
0.05 | -0.051 | -0.661 | 8.44
0.10 | -0.158 | -1.163 | 15.72
0.20 | -0.426 | -1.927 | 28.11
0.30 | -0.709 | -2.516 | 38.62
0.40 | -0.989 | -3.007 | 47.89
STATE AND TRANSPORT MASS: masses hbar k/v in units of m0
x (eV) | valence weight | two-level mass | Kane mass
0.05 | 0.0750 | 0.04673 | 0.04680
0.10 | 0.1240 | 0.05249 | 0.05272
0.20 | 0.1860 | 0.06222 | 0.06292
0.30 | 0.2249 | 0.07040 | 0.07169
0.40 | 0.2522 | 0.07756 | 0.07949
FINITE SPLITTING at fixed Eg and m*, from diagonalization
Delta (eV) | EP (eV) | alpha (1/eV) | alpha/large-Delta alpha
0.0 | 12.000 | 1.8432 | 1.0000
0.2 | 13.263 | 1.7046 | 0.9248
0.5 | 14.400 | 1.6589 | 0.9000
1.0 | 15.429 | 1.6677 | 0.9048
5.0 | 17.217 | 1.7703 | 0.9605
smallest alpha ratio = 0.8990 (dimensionless)
reached at Delta/Eg = 1.225 (dimensionless)
largest overestimate of alpha = 11.24 percent
finished without a failed check
```
